\section*{Where the Sharvin and Maxwell resistances of a copper orifice meet}

\section*{Question}

Two large pieces of copper are separated by a thin insulating wall and touch through one circular hole of radius $a$. If the hole is wide, its resistance follows from Ohm's law and the spreading of the current. If it is narrow, electrons fly through it without being scattered, and the resistance follows from the number of electron waves that fit through it. At what radius do the two formulas give the same resistance, how does that radius scale, and what is the resistance there?

\section*{Answer}

\subsection*{The model and its lengths}

The comparison involves three lengths: the hole radius $a$, the mean free path $\lambda$, and the inverse Fermi wavenumber $1/k_F$. We take $k_Fa\gg1$, so that many waves fit into the hole, and leave $\lambda/a$ free. The ballistic, or Sharvin, limit is $\lambda\gg a$; the diffusive, or Maxwell, limit is $\lambda\ll a$.

The electrons have a spherical Fermi surface, mass $m$ and two spin states. Scattering is elastic and isotropic, with the same $\lambda$ everywhere in the metal. The wall has negligible thickness, the metal extends many radii from the hole on both sides, and the voltage is small enough for linear response. We write $e>0$ for the elementary charge and $\rho$ for the bulk resistivity. Resistance means the total voltage between the distant metal regions divided by the current.

\subsection*{The narrow hole: counting modes}

Consider one transverse wave pattern, or mode, that passes through the hole without reflection. For motion along the axis with wavenumber $k$, the number of states per unit length is $2\,dk/(2\pi)$, the factor 2 being for spin. These states carry charge at speed $v=\hbar^{-1}dE/dk$. A voltage $V$ leaves an energy window $eV$ in which electrons arrive from one side only, so the current in the mode has magnitude
\begin{equation}
I_1=e\int \frac{2\,dk}{2\pi}\,v
=\frac{2e}{2\pi\hbar}\int_{\text{window}}dE
=\frac{2e^2}{h}V .
\end{equation}
The speed has cancelled against the density of states. Every open mode therefore contributes the same conductance, $2e^2/h$, and $N$ modes give $R_S=h/(2e^2N)$.

To count the modes, note that each transverse wave state occupies an area $(2\pi)^2/A$ in the plane of transverse wavenumbers, where $A=\pi a^2$. A mode can propagate at the Fermi energy if its transverse wavenumber is below $k_F$. The allowed disc has area $\pi k_F^2$, so
\begin{equation}
N=\frac{\pi a^2\,\pi k_F^2}{(2\pi)^2}=\frac{k_F^2a^2}{4},
\qquad
R_S=\frac{h}{2e^2}\,\frac{4}{k_F^2a^2}
=\frac{4\pi\hbar}{e^2k_F^2a^2}.
\label{eq:modes}
\end{equation}

This is the leading term for large $k_Fa$. A square tube of side $L$ with hard walls shows the next one. Its modes are pairs of positive integers inside a quarter disc of radius $k_FL/\pi$. The area of the quarter disc is $k_F^2L^2/(4\pi)$, but pairs with a zero are excluded, which removes a strip of width $1/2$ along each axis. The loss is $k_FL/\pi$, or $k_FP/(4\pi)$ for perimeter $P=4L$. Carried over to a circle, with $P=2\pi a$, this rule gives a loss of $k_Fa/2$. A direct count from the zeros of Bessel functions, averaged over $k_Fa$ from 55 to 65, gives 872.2 modes. The area term alone gives 902.1, and with the edge term 872.1. For a tube the relative correction is therefore $2/(k_Fa)$. A hole in a very thin wall is not a long tube, and its edge term has a different coefficient, so we use $2/(k_Fa)$ only as an estimate of size. It is small for the copper hole below.

\subsection*{Bringing in the bulk resistivity}

Equation (\ref{eq:modes}) contains no mean free path. To compare it with Ohm's law we need the resistivity of the same electrons. In a field $\mathcal E$ an electron gains the drift speed $e\mathcal E\tau/m$ during the relaxation time $\tau=\lambda/v_F$, where $v_F=\hbar k_F/m$. With $n=k_F^3/(3\pi^2)$ electrons per volume, the conductivity is
\begin{equation}
\frac1\rho=\frac{ne^2\tau}{m}
=\frac{k_F^3}{3\pi^2}\,\frac{e^2}{m}\,\frac{m\lambda}{\hbar k_F}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}.
\end{equation}
Hence
\begin{equation}
\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2},
\qquad\text{or}\qquad
\frac{\hbar}{e^2k_F^2}=\frac{\rho\lambda}{3\pi^2}.
\label{eq:rholambda}
\end{equation}
The product $\rho\lambda$ depends on the electron density but not on the amount of scattering. Putting the second form into (\ref{eq:modes}) gives
\begin{equation}
R_S=\frac{4\pi}{a^2}\,\frac{\rho\lambda}{3\pi^2}
=\frac{4\rho\lambda}{3\pi a^2}.
\label{eq:sharvin}
\end{equation}
Although $\rho$ appears here, making the metal dirtier at fixed density does not change $R_S$: $\rho$ rises and $\lambda$ falls by the same factor.

\subsection*{The wide hole: spreading current}

For $\lambda\ll a$ the current density obeys Ohm's law. The potential is antisymmetric between the two sides, so it is constant, at the midpoint value, over the hole. We need the voltage between this equipotential disc and the distant metal on one side.

A small patch of the hole that feeds current $dI$ into the half-space spreads it over hemispheres of area $2\pi s^2$, where $s$ is the distance from the patch. The field is $\rho\,dI/(2\pi s^2)$, and integrating it from $s$ to infinity gives the potential $\rho\,dI/(2\pi s)$. This flow is parallel to the wall at the wall, as an insulator requires. Patches can therefore be added freely, and what remains is to find a current density that makes the disc an equipotential. Try
\begin{equation}
j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}} .
\end{equation}
Its total is correct:
\begin{equation}
\int_0^a 2\pi r\,j\,dr
=\frac Ia\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}
=\frac Ia\Bigl[-\sqrt{a^2-r^2}\Bigr]_0^a=I .
\end{equation}

Now take a point of the disc at distance $r$ from the centre and use polar coordinates $(s,\alpha)$ about that point, with $\alpha$ measured from the outward radius. The area element $s\,ds\,d\alpha$ cancels the $1/s$ of the potential. A source point lies at radius $r'$, with $r'^2=r^2+s^2+2rs\cos\alpha$, so
\begin{equation}
a^2-r'^2=c^2-(s+r\cos\alpha)^2,
\qquad c^2=a^2-r^2\sin^2\alpha .
\end{equation}
The directions $\alpha$ and $\alpha+\pi$ together form a full chord, along which $u=s+r\cos\alpha$ runs from $-c$ to $c$ if $s$ is counted negative on the second half. Each chord contributes
\begin{equation}
\int_{-c}^{c}\frac{du}{\sqrt{c^2-u^2}}=\pi ,
\end{equation}
whatever its length. Integrating over $\alpha$ from 0 to $\pi$ gives $\pi^2$, independent of $r$, so the disc is indeed an equipotential. Its voltage against the distant metal is
\begin{equation}
V_{\text{side}}=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi^2=\frac{\rho I}{4a}.
\end{equation}
The other side contributes the same drop, and
\begin{equation}
R_M=\frac{2V_{\text{side}}}{I}=\frac{\rho}{2a}.
\label{eq:maxwell}
\end{equation}
A numerical solution that divides the disc into rings and finds their currents from the equipotential condition, without assuming $j(r)$, gives $R_Ma/\rho=0.50000$.

\subsection*{The radius of equality and its scaling}

Dividing (\ref{eq:sharvin}) by (\ref{eq:maxwell}) gives
\begin{equation}
\frac{R_S}{R_M}=\frac{4\rho\lambda}{3\pi a^2}\,\frac{2a}{\rho}
=\frac{8\lambda}{3\pi a}.
\end{equation}
The ratio is 1 at
\begin{equation}
\boxed{a_*=\frac{8\lambda}{3\pi}\approx0.849\,\lambda.}
\end{equation}
The resistivity has dropped out, so $a_*$ is set by the mean free path alone. At fixed electron density $\lambda\propto1/\rho$ by (\ref{eq:rholambda}), and a metal with twice the resistivity has half the crossover radius. The common value of the two formulas is
\begin{equation}
R_S(a_*)=R_M(a_*)=\frac{\rho}{2a_*}=\frac{3\pi\rho}{16\lambda},
\end{equation}
which then grows as $\rho^2$.

\subsection*{Numbers for copper}

Take rough room-temperature values: a cubic lattice constant of 0.361 nm, four atoms per cube, one conduction electron per atom, and $\lambda=39$ nm. Then
\begin{align}
n&=\frac{4}{(0.361\ \text{nm})^3}=85.0\ \text{nm}^{-3},\\
k_F&=(3\pi^2n)^{1/3}=13.60\ \text{nm}^{-1},\\
a_*&=0.8488\times39\ \text{nm}=33.1\ \text{nm}.
\end{align}
In atomic units $a_*$ is about 626 bohr. Equation (\ref{eq:rholambda}) gives $\rho\lambda=6.57\times10^{-16}\ \Omega\,\text{m}^2$ and $\rho=1.69\ \mu\Omega\,$cm.

At the crossover $k_Fa_*=450$, so about $5.07\times10^4$ modes pass through the hole. One mode has a resistance of 12906 $\Omega$, and
\begin{equation}
R_S=\frac{12906\ \Omega}{5.07\times10^4}=0.255\ \Omega .
\end{equation}
The Maxwell formula gives the same 0.255 $\Omega$.

Away from $a_*$ the formulas differ, with the ratio $R_M/R_S=a/a_*$. At $a=10$ nm they give $R_S=2.79\ \Omega$ and $R_M=0.84\ \Omega$; at 100 nm, $R_S=0.028\ \Omega$ and $R_M=0.084\ \Omega$. The larger one belongs to the limit that the hole is closer to.

\subsection*{What is the resistance at the crossover?}

Neither limit holds at $a_*$, where $\lambda/a=3\pi/8=1.18$. The actual resistance of the model can be found by following electrons backward in time from the hole.

Let $f_L$ and $f_R$ be the occupations, at a given energy, in the distant left and right metal. An electron moving rightward through the hole has just come from the left side. Let $p$ be the probability that its earlier path leads back to the distant left, averaged over the hole and over directions weighted by their flux. Rightward movers then have mean occupation $pf_L+(1-p)f_R$, and by symmetry leftward movers have $pf_R+(1-p)f_L$. The net flux is proportional to the difference,
\begin{equation}
(2p-1)(f_L-f_R).
\end{equation}
Without scattering $p=1$, which is the Sharvin case. Therefore $R_S/R=2p-1$.

For mirror-like walls, $p$ can be obtained from a random flight in empty space. A path reflected by the wall is replaced by its straight continuation, so each later passage through the disc changes the true side, while crossing the plane elsewhere does not. If $M$ is the number of such passages, an even $M$ returns the path to its own side, and
\begin{equation}
\frac{R_S}{R}=\bigl\langle(-1)^M\bigr\rangle .
\end{equation}

A simulated path must be stopped at some distance $r$, from which it could still return. There the diffusive potential supplies the missing part. Let $F(r)$ be the mean of $(-1)^M$ for a path starting at $r$. The local potential is $F$ times its distant value $V/2$, and the spreading current gives
\begin{equation}
\frac V2(1-F)=\frac{\rho I}{2\pi r}
\quad\Rightarrow\quad
1-F=\frac{\rho}{\pi rR}=\frac{R_S}{R}\,\frac{3a^2}{4\lambda r},
\end{equation}
where the last step uses (\ref{eq:sharvin}). Let $S$ be the mean sign of the stopped paths and $T$ the mean of the sign times $3a^2/(4\lambda r)$. Then $R_S/R=S-(R_S/R)T$, so $R/R_S=(1+T)/S$.

The results, with one standard error of the sampling, are:
\begin{center}
\begin{tabular}{cccc}
$\lambda/a$ & $R_M/R_S$ & $R/R_S$ & $1+R_M/R_S$\\
10 & 0.118 & $1.087\pm0.001$ & 1.118\\
1.18 & 1 & $1.829\pm0.005$ & 2\\
0.2 & 5.89 & $6.7\pm0.1$ & 6.89
\end{tabular}
\end{center}
At the crossover the resistance is $1.829\times0.2546\ \Omega=0.466\ \Omega$. It is 83\% above either limiting formula and about 9\% below their sum. The sum is thus a useful estimate here, whereas choosing one formula misses almost half of the resistance.

The outer rows show how slowly the limits are reached. At $\lambda/a=10$ the resistance is still 9\% above Sharvin's value. At $\lambda/a=0.2$ it is about 14\% above Maxwell's, with a sampling error of about 2\%; that row does not separate the result clearly from the sum. The radius $a_*$ therefore marks the middle of a broad change, not a threshold.

\subsection*{How far real copper moves the number}

The model resistivity is close to the rough value of 1.7 $\mu\Omega\,$cm for good bulk copper near room temperature. Copper in narrow chip wiring is usually more resistive, because grain boundaries and surfaces scatter electrons as well. This breaks the assumption of a bulk mean free path, and, for the scattering length assumed next, it is the largest of the effects estimated here. If grain boundaries are treated as an extra isotropic scattering process with an assumed length of 50 nm, the rates add:
\begin{equation}
\frac1{\lambda'}=\frac1{39\ \text{nm}}+\frac1{50\ \text{nm}},
\qquad \lambda'=21.9\ \text{nm},
\qquad a_*'=18.6\ \text{nm}.
\end{equation}
At fixed electron density the crossover radius falls by 44\%. Heating the metal also shortens $\lambda$ and lowers $a_*$ in proportion. A real via between two lines differs in shape too: it has a length, it often has a resistive liner, and the lines may be no wider than the via. Then $\rho/(2a)$, which needs wide metal on both sides, does not apply as it stands.

The wall itself matters less. For a thickness $t=5$ nm, an ohmic estimate of the added resistance at $a_*$ is $\rho t/(\pi a_*^2)=0.0245\ \Omega$, or 5.3\% of the 0.466 $\Omega$. Because $t\ll\lambda$ and the current is not uniform over the hole, this gives only the size of the effect, about 5 to 6\%. It also assumes that the side of the hole reflects like a mirror. If it scatters diffusely, about 14\% of the electrons entering the hole strike it on a straight path, and roughly half of those are sent back. That adds roughly another 0.01 to 0.02 $\Omega$. If the flat faces of a very thin wall scatter electrons diffusely instead of reflecting them like a mirror, the random flights give $R/R_S=1.849\pm0.005$ at the same $\lambda/a$, some 1 to 2\% more than before, given the sampling errors of both values.

Copper's Fermi surface is not a sphere. For a general surface of area $\Sigma$ whose unit normal has component $n_z$ along the hole axis, the number of modes per area is
\begin{equation}
\frac NA=\frac{1}{4\pi^2}\,\frac12\int|n_z|\,d\Sigma .
\end{equation}
The factor $1/2$ keeps only states moving forward. Averaged over all axis directions, $|n_z|$ is $1/2$, so the mean is $\Sigma/(16\pi^2)$. In a cubic metal with isotropic $\lambda$ the conductivity is also proportional to $\lambda\Sigma$, since $n_z^2$ averages to $1/3$ over the surface. The ratio of the two is then the same as for a sphere, and the direction-averaged mode density leads to the same $a_*$.

A single crystal direction can differ. As an illustration, take a half-filled fcc band with nearest-neighbour hopping, whose Fermi surface has open necks along [111] as copper's does, though wider ones: their radius is about $0.29\,k_F$, against roughly $0.2\,k_F$ in copper. Its mode density, relative to the directional mean, is 0.884 along [001], 1.016 along [110] and 1.060 along [111]. With $\lambda$ held at 39 nm, $a_*$ is inversely proportional to this factor and becomes 37.4, 32.6 and 31.2 nm. These shifts of up to 13\% belong to the illustrative band; they are not computed from copper's own band structure, and since copper's surface is closer to a sphere its shifts are probably smaller.

Three further approximations, namely many modes, low temperature and small voltage, are safe for this hole; the assumption of elastic, isotropic scattering is not tested here. The edge correction to the mode number, estimated from the tube, is 0.44\%, and the thermal energy at 300 K is 0.37\% of the Fermi energy of 7.05 eV. A bias of 0.02 mV drives
\begin{equation}
I=\frac{0.02\ \text{mV}}{0.466\ \Omega}=43\ \mu\text{A},
\end{equation}
a mean current density of 1.25 MA/cm$^2$ in the hole, which is roughly the scale at which chip wiring is operated. The bias energy is then below 0.1\% of the thermal energy, so linear response is a sound assumption.

For clean copper near room temperature the estimate is therefore a radius of about 33 nm, or a diameter of 66 nm. Taken one at a time, the assumed grain scattering and the illustrative crystal directions give radii from about 19 to 37 nm, where the upper end comes from the illustrative band alone and probably overstates the shift in copper; acting together they could lower the radius a little further. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Lattice constant (rough input): 0.361 nm
Mean free path (rough input): 39.0 nm
Temperature: 300 K
Electron density: 85.0 nm^-3
Fermi wavenumber: 13.60 nm^-1
Fermi energy: 7.05 eV
Resistivity from the model: 1.685 microohm cm
rho*lambda: 6.573 1e-16 ohm m^2
Crossover radius over mean free path: 0.8488
Crossover radius: 33.10 nm
Crossover radius: 626 bohr
Crossover radius from numerical integrals: 33.10 nm
Maxwell coefficient R a/rho from rings: 0.50000
Mean Bessel mode count, kF a 55 to 65: 872.2
Area law for the same window: 902.1
Area law less edge term: 872.1
kF a at crossover: 450.3
Modes at crossover: 50701
Resistance of one spin-degenerate mode: 12906.4 ohm
Sharvin resistance at crossover: 0.2546 ohm
Maxwell resistance at crossover: 0.2546 ohm
a = 10 nm: Sharvin 2.7897 ohm, Maxwell 0.8427 ohm
a = 100 nm: Sharvin 0.0279 ohm, Maxwell 0.0843 ohm
lambda/a = 10.000: R/R_S = 1.0870 +- 0.0008, R_M/R_S = 0.1178, sum = 1.1178
lambda/a = 1.178: R/R_S = 1.8293 +- 0.0047, R_M/R_S = 1.0000, sum = 2.0000
lambda/a = 0.200: R/R_S = 6.7149 +- 0.1051, R_M/R_S = 5.8905, sum = 6.8905
Random-flight resistance at crossover: 0.466 ohm
Rough walls, R/R_S at crossover: 1.849 +- 0.005
Assumed grain scattering length: 50 nm
Mean free path with grains: 21.9 nm
Crossover radius with grains: 18.6 nm
Assumed wall thickness: 5 nm
Added wall resistance: 0.0245 ohm
Added wall resistance over total: 5.3 %
fcc s band along 001: mode factor 0.884, crossover 37.4 nm
fcc s band along 110: mode factor 1.016, crossover 32.6 nm
fcc s band along 111: mode factor 1.060, crossover 31.2 nm
Edge correction to mode number: 0.44 %
Thermal energy over Fermi energy: 0.37 %
Bias: 0.02 mV
Bias energy over thermal energy: 0.077 %
Current: 42.9 microampere
Mean current density in the hole: 1.25 MA/cm2
\end{verbatim}
